Surface Green function, self-energy and broadening of a semi-infinite chain

## First half: from an endless lead to one complex number

Suppose that a wire carrying electrons out of a device is simply cut off after some number of lattice sites, so that it fits into a computer. The last site then acts as a hard wall. An electron that should leave is reflected and returns to the device. The spectrum becomes a set of discrete levels, and no stationary state carries a current along the wire: in a stationary state the current is the same through every bond of the wire, and it is zero at the wall. A longer wire delays the echo and packs the levels more closely, but at any finite length the wall is still there.

For a uniform chain with one orbital per site, joined to the device by a single bond, the wall can be removed without keeping the lead. The effect of infinitely many sites on the device is contained in one complex, energy-dependent number, added to the energy of the last device site. This number is the self-energy Σ. Its imaginary part describes escape into the lead. When the contact is identical to the bonds of the lead, this imaginary part is fixed by the speed at which the lead carries electrons away, divided by the spacing of the sites.

Let the lead have sites n = 1, 2, 3, … at positions x = na, with one orthonormal orbital on each site. Every site has energy ε0, and neighbouring sites are joined by the matrix element −t with t > 0. Electrons in the lead are independent of each other and feel no further potential. The Hamiltonian acts on the amplitudes ψ_n at interior sites as

(Hψ)_n = ε0 ψ_n − t ψ_(n−1) − t ψ_(n+1).

Such a chain arises when the kinetic energy of a particle of effective mass m is written on a grid. Replacing the second derivative by a difference gives

−(ħ²/2m) d²ψ/dx² → −(ħ²/2ma²)(ψ_(n+1) − 2ψ_n + ψ_(n−1)).

Comparison with the previous line gives t = ħ²/(2ma²) and, if the potential in the lead is zero, ε0 = 2t. The minus sign in front of t is thus the natural one for an effective-mass grid. The derivation itself needs only t > 0 and leaves ε0 free.

Inserting a plane wave ψ_n = exp(ikna) and dividing by it gives the band

E = ε0 − t exp(−ika) − t exp(ika) = ε0 − 2t cos ka.

Propagating waves therefore exist for energies between ε0 − 2t and ε0 + 2t. For each energy strictly inside this range there are two of them, with opposite k. Choosing between the two is the main question of the derivation, because one carries probability away from the device and the other brings it in.

The choice is made by causality. Let s denote time, since t is already the hopping. The Green function is

G(z) = (z − H)⁻¹, z = E + iη, η > 0.

It is connected with motion after a source has acted by

∫ from 0 to ∞ of exp(izs/ħ) exp(−iHs/ħ) ds = iħ (z − H)⁻¹.

The integral converges at its upper limit because the positive η supplies the factor exp(−ηs/ħ). Only times after the source enter. The limit η → 0 from above defines the retarded Green function at the real energy E, and it is the one meant below.

Now divide the system into a device D and a lead L. Let H_D and H_L be their separate Hamiltonians and τ the block of H that leads from L to D. The last device site is called 0, and it is joined to lead site 1 by the matrix element −t_c. This is the only nonzero element of τ. For a contact identical to the bonds of the lead, t_c = t. The device columns of (z − H)G = 1 read

(z − H_D) G_D − τ G_LD = 1,
−τ† G_D + (z − H_L) G_LD = 0.

Since H_L is Hermitian and z is not real, z − H_L has an inverse, g = (z − H_L)⁻¹. This is the Green function of the isolated lead. The second equation gives G_LD = g τ† G_D, and the first then becomes

(z − H_D − τ g τ†) G_D = 1.

The lead has disappeared from the list of unknowns without any approximation. What remains of it is τ g τ†, which acts on site 0 alone and has the value

Σ = (−t_c) g_11 (−t_c) = t_c² g_11.

The sign of the contact element drops out because the electron crosses the contact twice, once out and once back. Only one element of g is needed, the surface Green function g_11.

A short argument gives an equation for it. Treat site 1 of the isolated lead as a device of one site, and sites 2, 3, … as its lead. That shorter lead is again a uniform semi-infinite chain, so its surface Green function is the same number g_11. The elimination just made, with contact −t, gives

g_11 = 1/(z − ε0 − t² g_11).

Multiplying out,

t² g_11² − (z − ε0) g_11 + 1 = 0.

To solve this, introduce a number λ through

z − ε0 = −t(λ + 1/λ).

This is the band relation with λ in the place of exp(ika), now allowed for complex energy. Try g_11 = −λ/t. The first term of the quadratic is λ². The product in the second term is

(z − ε0) g_11 = −t(λ + 1/λ)(−λ/t) = λ² + 1,

so the left side is λ² − (λ² + 1) + 1 = 0. The definition of λ is unchanged when λ and 1/λ are exchanged, and hence −1/(λt) is the other root. The quadratic equation accepts both. It expresses the fact that removing one site changes nothing, and this holds for incoming as well as outgoing waves.

What separates them is the behaviour deep in the lead. First, |λ| cannot equal one when η > 0: if λ = exp(iθ) with real θ, then λ + 1/λ = 2 cos θ is real, and so is z. Since the two candidates λ and 1/λ have product one, exactly one of them has modulus below one. From here on λ denotes that one.

The first column of g, with elements g_n1, obeys the equations

(z − ε0) g_11 + t g_21 = 1,
(z − ε0) g_n1 + t g_(n−1)1 + t g_(n+1)1 = 0 for n ≥ 2.

The signs in front of t are positive because −H contains +t. The second line is a recursion with constant coefficients, and its general solution is

g_n1 = A λⁿ + B λ⁻ⁿ.

The inverse of z − H_L takes a normalizable source into a normalizable vector, so the sum of |g_n1|² over all sites must be finite. The second term grows with n, and therefore B = 0. The surface equation fixes A:

A[(z − ε0)λ + tλ²] = A[−t(λ² + 1) + tλ²] = −tA = 1.

Hence A = −1/t, and the whole column is

g_n1 = −λⁿ/t.

Its first element is the root −λ/t of the quadratic, now with the choice made.

It remains to let η go to zero. Write λ = exp(iθ) with θ = p + iq, where p and q are real. Then |λ| = exp(−q), and |λ| < 1 means q > 0. From z = ε0 − 2t cos θ and cos(p + iq) = cos p cosh q − i sin p sinh q, the real and imaginary parts are

E = ε0 − 2t cos p cosh q,
η = 2t sin p sinh q.

The second line decides the matter. Both η and sinh q are positive, so sin p is positive as well. When η → 0 at an energy inside the band, both roots approach the unit circle, so q → 0. The first line then becomes E = ε0 − 2t cos p. Thus p tends to the solution ka of the band equation with sin ka > 0, that is, with 0 < ka < π. The result is

g_11 = −exp(ika)/t,

and for a contact with t_c = t

Σ = t² g_11 = −t exp(ika), 0 < ka < π.

The condition on k belongs to the result. With −k in place of k the formula would still satisfy the quadratic equation, but it would describe a lead that feeds the device.

The sign can be checked without any reference to waves. The density of states on the surface site is −Im g_11/π = sin ka/(πt), which is positive, as it must be. Its integral over the band, with dE = 2ta sin ka dk, is

∫ (sin ka/πt) dE = (2/π) ∫ from 0 to π of sin²θ dθ = 1.

One orbital contributes one state, so the size of g_11 is right too.

The result depends on the sign convention for the hopping. If the matrix element between neighbours is +t, all steps go through with t replaced by −t. The band is then ε0 + 2t cos ka and the self-energy is +t exp(ika). The condition on the imaginary part becomes η = −2t sin p sinh q, so that sin ka must be negative. The imaginary part of Σ is negative in both conventions. What changes is the sign of the wave number that belongs to outgoing motion.

There is a direct reading of the formula. At the last device site the Schrödinger equation contains the term −tψ_1, which refers to a site that has been removed. If the lead contains only the outgoing wave, then ψ_1 = exp(ika) ψ_0, and the missing term is

−tψ_1 = −t exp(ika) ψ_0 = Σ ψ_0.

The self-energy is therefore the boundary condition for a purely outgoing wave, written as an addition to the site energy. Because k depends on E, so does the boundary condition.

The order of the two limits matters: first the lead is made infinite, then η is made zero. To see what happens otherwise, take a lead of N sites, with ψ_(N+1) = 0 as the condition at its far end. A solution of the recursion that satisfies it is

u_n = λⁿ − λ^(2N+2−n).

The recursion, continued formally to n = 0, gives (z − ε0)u_1 + t u_2 = −t u_0. The surface equation is therefore solved by g_n1 = −u_n/(t u_0), and

g_11 = −(1/t) (λ − λ^(2N+1))/(1 − λ^(2N+2)).

If η > 0 is held fixed while N grows, the high powers of λ vanish and −λ/t returns. If η is zero at finite N, then λ = exp(ika), and the same expression is

g_11 = −sin(Nka)/[t sin((N+1)ka)].

This is real at every energy between the levels of the finite lead, whatever its length. At the levels themselves, where sin((N+1)ka) = 0, it has poles, and the surface density of states is a set of sharp peaks there in place of the smooth curve sin ka/(πt). It does not settle to a limit as N grows. The term λ^(2N) is the echo of the opening paragraph: a wave that has run to the far end and back. If a numerical calculation with a finite lead uses the same η on every site, η must be large enough to damp this echo and small compared with the energies over which g_11 changes.

For a worked case take the round model values m = 0.5 electron masses and a = 5 bohr, in Hartree atomic units, where ħ = 1. Then

t = 1/(2 × 0.5 × 5²) = 0.04 hartree.

With ε0 = 2t = 0.08 hartree the band runs from 0 to 0.16 hartree. At E = 0.02 hartree the band relation gives

cos ka = (0.08 − 0.02)/0.08 = 0.75,
sin ka = √(1 − 0.75²) = 0.66144,

and ka = 0.72273. The surface Green function is

g_11 = −(0.75 + 0.66144i)/0.04 = −18.750 − 16.536i hartree⁻¹,

and the self-energy is

Σ = −0.04 × (0.75 + 0.66144i) = −0.030000 − 0.026458i hartree.

The numerical check solves the linear equations of a chain of 12000 sites at η = 4, 2 and 1 times 10⁻⁴ hartree and extrapolates to η = 0. It gives the same values to all digits shown. At the smallest η the two candidates have moduli 0.998112 and 1.001892. They differ little, but over this chain the difference is decisive. The decay rate per site is 0.00189, so the amplitude of the echo after 24000 sites is about exp(−45), far below the rounding error of the computer.

## Second half: broadening, velocity and the flow of probability

The lead is a chain with spacing a, site energy ε0 and matrix element −t between neighbours, t > 0, and its band is E = ε0 − 2t cos ka. Site 0 is the last site of the device, and sites 1, 2, … belong to the lead. With 0 < ka < π, so that the wave exp(ikna) runs away from the device, the surface Green function is g_11 = −exp(ika)/t. A contact element −t_c gives the self-energy t_c² g_11, which is Σ = −t exp(ika) when t_c = t. At complex energy exp(ika) is replaced by λ, the solution of z − ε0 = −t(λ + 1/λ) with |λ| < 1. Time is written s.

For t_c = t the self-energy has the real and imaginary parts

Re Σ = −t cos ka = (E − ε0)/2,
Im Σ = −t sin ka.

The real part shifts the energy of site 0. The imaginary part makes the effective Hamiltonian of the device non-Hermitian, because probability can leave. The broadening is defined as

Γ = i(Σ − Σ*) = −2 Im Σ.

Since Σ − Σ* = −t[exp(ika) − exp(−ika)] = −2it sin ka, multiplication by i gives

Γ = 2t sin ka.

Now consider the speed of an electron in the lead. A wave packet is a sum of terms exp[i(kx − E(k)s/ħ)] with k near some value k_0. Its terms add up in phase where the derivative of the exponent with respect to k vanishes, at x = (s/ħ) dE/dk, up to a fixed starting position. The packet therefore moves with the group velocity

v = (1/ħ) dE/dk = (2ta/ħ) sin ka.

The same sine appears in both quantities, and division gives

Γ = ħv/a.

The condition 0 < ka < π makes v positive, so v is the speed of motion away from the device. For a lead on the left the picture is reflected: the outgoing wave gains the factor exp(ika) for each step to the left, Σ is unchanged, and v is again the outward speed.

The agreement of the two sines is a statement about the flow of probability. From iħ dψ_n/ds = (Hψ)_n it follows that

d|ψ_n|²/ds = 2 Re(ψ_n* dψ_n/ds) = (2/ħ) Im[ψ_n* (Hψ)_n].

The site energy gives a real term, which drops out. The two hopping terms leave

d|ψ_n|²/ds = −(2t/ħ) Im(ψ_n* ψ_(n−1)) − (2t/ħ) Im(ψ_n* ψ_(n+1)).

Define the current from site n to site n + 1 as

J_n = (2t/ħ) Im(ψ_n* ψ_(n+1)).

Exchanging the two amplitudes changes the sign of the imaginary part, so the first hopping term is +J_(n−1), and the equation reads d|ψ_n|²/ds = J_(n−1) − J_n. This is inflow minus outflow, which confirms the sign and the factor in J_n. For the outgoing wave ψ_1 = exp(ika)ψ_0, and the current into the lead is

J_0 = (2t/ħ) sin ka |ψ_0|² = (Γ/ħ)|ψ_0|² = (v/a)|ψ_0|².

The last form is the ordinary rule that current equals density times velocity. The probability on one site, |ψ_0|², occupies a length a, so the density is |ψ_0|²/a. The spacing enters Γ for this reason alone. If a continuous wire is described on a finer and finer grid at fixed E, then v tends to a constant and Γ grows as 1/a, while the probability on one site shrinks as a. The current stays the same. On such a grid Γ refers to the probability on the end site, and turning its numerical value into a speed by v = aΓ/ħ requires a.

If the contact differs from the bonds of the lead, the relation changes. The amplitudes in the lead are driven by site 0 through the element −t_c, so that

ψ_1 = g_11 (−t_c) ψ_0 = (t_c/t) exp(ika) ψ_0.

The current through the contact, which now contains t_c in place of t, is

J_0 = (2t_c/ħ) Im(ψ_0* ψ_1) = (t_c/t)² (v/a)|ψ_0|².

The broadening is correspondingly

Γ_c = (t_c/t)² ħv/a.

This agrees with −2 Im(t_c² g_11). The equality of Γ_c and ħv/a thus requires |t_c| = t. A contact with t_c > t gives a Γ_c above ħv/a, although nothing in the lead moves faster. The probability on site 1 is then larger than that on site 0 by (t_c/t)², and the current is still v/a times the probability on site 1.

It is tempting to read Γ/ħ as the rate at which a filled site empties. If Σ were independent of energy, a single site of energy ε_d would have the amplitude exp[−i(ε_d + Σ)s/ħ], and its probability would fall as exp(−Γs/ħ). But here Σ depends on energy, and Γ/ħ is a ratio of current to probability at one fixed energy. The difference is visible when an electron starts on the end site of a uniform chain. The short-time expansion of its probability is

P(s) = 1 − (s²/ħ²)(⟨H²⟩ − ⟨H⟩²) + … = 1 − t²s²/ħ² + …

The variance equals t² because the end site has one neighbour. The loss begins quadratically, with zero initial rate, and not as 1 − Γs/ħ. The reading as a lifetime does become correct for a weak contact. If t_c is much smaller than t and the level lies well inside the band, Γ_c is small compared with the energies over which Σ changes, so Σ is nearly constant across the level. After the short quadratic start the probability then falls approximately as exp(−Γ_c s/ħ), with Γ_c taken at the energy of the level.

The velocity also governs the small damping η used to select the outgoing wave. From λ = exp(i(p + iq)) and η = 2t sin p sinh q, to lowest order in η,

q = η/(2t sin ka) = ηa/(ħv).

The amplitude at distance x = na falls as exp[−ηx/(ħv)]. A uniform term −iη in the energy removes amplitude at the rate η/ħ, and x/v is the time needed to reach x. At E = 0.02 hartree and η = 10⁻⁴ hartree, both the computed column of g and this formula give a decay of 0.00189 per site. The expansion needs η to be small compared with the distance of E from the band edges, since sin ka vanishes there.

The real part of Σ is needed as much as Γ. Let a wave arrive from the left along a uniform chain that ends at site 0, and let the lead beyond be replaced by some trial self-energy S. For n ≤ 0 write ψ_n = λⁿ + r λ⁻ⁿ with λ = exp(ika), where r is the reflection amplitude. The equation at site 0 is

(E − ε0 − S)ψ_0 + tψ_(−1) = 0.

With E − ε0 = −t(λ + 1/λ), ψ_0 = 1 + r and ψ_(−1) = 1/λ + rλ, it becomes

−(tλ + S) − r(t/λ + S) = 0,

and hence

r = −(S + tλ)/(S + t/λ).

The derived value S = −tλ gives r = 0: the wave leaves as if the chain continued. The hard wall, S = 0, gives r = −λ², with modulus one, which is the total reflection of the truncated wire. If only the imaginary part is kept, S = −it sin ka, the numerator in brackets is t cos ka and the denominator is t cos ka − 2it sin ka, so

|r|² = cos²ka/(cos²ka + 4 sin²ka).

At cos ka = 0.75 this is 0.5625/(0.5625 + 1.75) = 0.24. A boundary with the correct Γ but without the level shift would return about a quarter of the electrons. At the band centre, where cos ka = 0, the shift vanishes and the omission does no harm.

Two leads joined to a single site of energy ε0 must rebuild the infinite chain. The site then carries 2Σ, and

E − ε0 − 2Σ = −2t cos ka + 2t exp(ika) = 2it sin ka = iΓ.

The real parts cancel, which again needs the level shift. The Green function on the site is

G_00 = 1/(iΓ) = −i/Γ = −ia/(ħv).

Its density of states, −Im G_00/π = a/(πħv), can be counted directly. Each direction of motion contributes a/(2π) states per site and unit of k, and dk/dE = 1/(ħv). The two directions together give a/(πħv).

Outside the band no wave propagates. Below it, (ε0 − E)/t = λ + 1/λ exceeds 2, so λ is real and positive, λ = exp(−κa). Above it the sum is below −2 and λ = −exp(−κa). In both cases

cosh κa = |E − ε0|/(2t),

and Σ = −tλ gives

Σ = −t exp(−κa) below the band,
Σ = +t exp(−κa) above the band.

One root already has modulus below one at η = 0, so the choice needs no limit. The ratio ψ_1/ψ_0 is real, the current vanishes, and Γ = 0. The lead still shifts the level of the end site, since the electron enters it as a decaying tail. At E = −0.01 hartree in the model with t = 0.04 and ε0 = 0.08 hartree, cosh κa = 0.09/0.08 = 1.125, κa = 0.495 and Σ = −0.0244 hartree. At 0.17 hartree, equally far above the band, Σ has the opposite sign.

For an effective-mass grid, where t = ħ²/(2ma²) and ε0 = 2t, the speed can be compared with that of a free particle. From cos ka = 1 − E/(2t),

sin²ka = 1 − (1 − E/2t)² = (E/t)(1 − E/4t).

Since a√t = ħ/√(2m), the velocity becomes

v = (2a/ħ)√(tE) √(1 − E/4t) = √(2E/m) √(1 − E/4t).

For E much smaller than 4t this is the continuum speed. Near the upper edge the grid electron slows down and stops, which a free particle does not do. There Γ describes the grid and no longer the wire.

In the model the mass is 0.5 electron masses and a = 5 bohr. At E = 0.02 hartree, where sin ka = 0.66144, the broadening is

Γ = 2 × 0.04 × 0.66144 = 0.052915 hartree = 1.44 eV.

The velocity is v = aΓ/ħ = 5 × 0.052915 = 0.26458 atomic units, or 5.79 × 10⁵ m/s. The continuum speed is √(2 × 0.02/0.5) = 0.28284 atomic units, so the grid makes the electron about 6.5 per cent slower than the free particle.

The numerical check finds the two sides of Γ = ħv/a separately. Γ comes from the linear equations of a long chain, and v from the distance that a wave packet travels in a given time. At E = 0.02, 0.08 and 0.13 hartree the first gives Γ = 0.052915, 0.080000 and 0.062450 hartree, and the second gives ħv/a = 0.052912, 0.079996 and 0.062447 hartree. The packet values are lower by about 5 parts in 10⁵. This follows from the spread of k in the packet. Its probability has a standard deviation of 50 sites, so ka has a standard deviation of 1/(2 × 50) = 0.01. The average of sin ka over a Gaussian of that width is smaller than its central value by the factor exp(−0.01²/2), which is 1 − 5 × 10⁻⁵.

A device of three unequal sites with t_c = 0.03 hartree tests the case of a different contact. The predicted factor is (0.03/0.04)² = 0.5625, and the predicted ratio of current to probability is 0.5625 × 0.052915 = 0.029765 per atomic unit of time. The solution of the complete system gives the same value.

The formulas hold for a lead that is uniform from its first site, with one orthonormal orbital per site and hopping between nearest neighbours. The wave number in Σ is that of the lead at the energy E. If a bias raises the whole lead by a constant energy, ε0 rises with it, and k must be found from the shifted band, whatever the potential inside the device. If the potential still varies beyond the contact, removing a site no longer leaves an identical lead, and the equation for g_11 loses its basis. If the potential becomes uniform further out, the varying region can be counted as part of the device, and the self-energy attached where the uniform lead begins.

Numbers as computed

```
effective mass = 0.50 electron masses
spacing a = 5.00 bohr
hopping t = 0.04000 hartree
site energy eps0 = 0.08000 hartree
band bottom = 0.00000, top = 0.16000 hartree
lead sites in linear solves = 12000
eta values = 4.0e-04, 2.0e-04, 1.0e-04 hartree
packet: 1000 sites, width 50 sites, time 5000 a.u.
E = 0.020 hartree: ka = 0.72273 rad
  Gamma from chain solve = 0.052915 hartree
  hbar v/a from packet = 0.052912 hartree
  Gamma from 2 t sin(ka) = 0.052915 hartree
E = 0.080 hartree: ka = 1.57080 rad
  Gamma from chain solve = 0.080000 hartree
  hbar v/a from packet = 0.079996 hartree
  Gamma from 2 t sin(ka) = 0.080000 hartree
E = 0.130 hartree: ka = 2.24593 rad
  Gamma from chain solve = 0.062450 hartree
  hbar v/a from packet = 0.062447 hartree
  Gamma from 2 t sin(ka) = 0.062450 hartree
Main energy, details:
  cos(ka) = 0.75000, sin(ka) = 0.66144
  g from chain solve = -18.75000-16.53595j 1/hartree
  g from formula = -18.75000-16.53595j 1/hartree
  Sigma from chain solve = -0.030000-0.026458j hartree
  Sigma from formula = -0.030000-0.026458j hartree
  v from packet = 0.26456 a.u.
  v from band slope formula = 0.26458 a.u.
  continuum speed sqrt(2E/m) = 0.28284 a.u.
  Gamma converted = 1.4399 eV
  v converted = 5.7881e+05 m/s
At eta = 1.0e-04 hartree:
  |lambda| = 0.998112, |1/lambda| = 1.001892
  decay per site from column = 1.889817e-03
  eta a/(hbar v) = 1.889822e-03
Device site energies = [0.1  0.05 0.12] hartree
weaker contact t_contact = 0.030 hartree
device block, relative difference = 1.1e-15
current/probability, equal contact = 0.052915 1/a.u. time
current/probability, weaker contact = 0.029765 1/a.u. time
contact factor (t_contact/t)^2 = 0.5625
infinite chain, Im G_00 from solve = -18.89822 1/hartree
infinite chain, -1/Gamma = -18.89822 1/hartree
below band, E = -0.010 hartree: kappa a = 0.49493
  Sigma from solve = -0.024384 hartree, |Gamma| = 1.9e-08 hartree
above band, E = 0.170 hartree: kappa a = 0.49493
  Sigma from solve = 0.024384 hartree, |Gamma| = 1.9e-08 hartree
```
